# The pressure at which half the excited adducts are stabilised

**Question**

I am working on gas-phase chemistry during silicon deposition and am stuck on an exercise. Two molecules combine to form an excited adduct. It falls apart again at $10^8$ per second unless a bath molecule takes energy from it. The collision coefficient is $4\times10^{-10}$ cm³/s and the gas is at 900 K. I am to show that half the adducts are stabilised near 3.1 kPa.

My attempt was to give each adduct a lifetime of $1/k_r$ and ask for a 50% chance of a collision within that time. This puts a factor $\ln 2$ into the answer, and I get about 2.2 kPa. Where does the $\ln 2$ go? And is one collision really enough to stabilise a molecule that carries several eV?

**Answer**

The $\ln 2$ comes from giving every adduct the same lifetime. Your second doubt is justified: 3.1 kPa follows if the coefficient counts collisions that stabilise, and the pressure is much higher if it counts all collisions and each removes only a little energy.

**The competition between two exits**

Let $A$ and $B$ form the excited adduct $AB^*$, which has two possible fates:

$$AB^*\xrightarrow{k_r}A+B,\qquad AB^*+M\xrightarrow{k_s}AB+M .$$

Here $M$ is any bath molecule and $n$ is the number density of the bath. I assume for now that all adducts share one rate $k_r$, that there is no third exit, and that $k_s$ counts stabilising collisions. The bath greatly outnumbers the adducts, so $n$ is constant and each adduct is stabilised at the rate $\omega=k_sn$.

Start with $N_0$ adducts. Both exits remove them in proportion to the number $N$ still present:

$$\frac{dN}{dt}=-(k_r+\omega)N\quad\Rightarrow\quad N(t)=N_0e^{-(k_r+\omega)t}.$$

The number stabilised per unit time is $\omega N(t)$. The stabilised fraction is therefore

$$S=\frac{1}{N_0}\int_0^\infty \omega N(t)\,dt=\omega\int_0^\infty e^{-(k_r+\omega)t}dt=\frac{\omega}{k_r+\omega}.$$

Your calculation used the collision probability $1-e^{-\omega t}$ at the single time $t=1/k_r$. Without collisions, however, the adducts would have lifetimes distributed as $k_re^{-k_rt}$. Averaging your probability over them gives

$$\int_0^\infty k_re^{-k_rt}\left(1-e^{-\omega t}\right)dt=1-\frac{k_r}{k_r+\omega}=\frac{\omega}{k_r+\omega},$$

which is the same $S$, with no $\ln 2$.

**The half-pressure**

Setting $S=1/2$ gives $2\omega=k_r+\omega$, so $\omega=k_r$: the two exits must be equally fast. Hence

$$n_{1/2}=\frac{k_r}{k_s}=\frac{10^8\ \text{s}^{-1}}{4\times10^{-10}\ \text{cm}^3\,\text{s}^{-1}}=2.5\times10^{17}\ \text{cm}^{-3}.$$

For an ideal gas $p=nk_BT$. With the density converted to $2.5\times10^{23}$ m⁻³,

$$p_{1/2}=\frac{k_rk_BT}{k_s}=(2.5\times10^{23})(1.381\times10^{-23})(900)\ \text{Pa}\approx3.1\ \text{kPa},$$

or about 23 Torr. This is the requested result.

Since $\omega/k_r=p/p_{1/2}$, the stabilised fraction at any pressure, with temperature held fixed, is

$$S=\frac{p}{p+p_{1/2}},\qquad\text{so}\qquad p=p_{1/2}\frac{S}{1-S}.$$

For $p\ll p_{1/2}$, $S\approx p/p_{1/2}$: most adducts fall apart, and the net association rate grows in proportion to the bath pressure. For $p\gg p_{1/2}$, $S\to1$, and more bath gas hardly helps. The change is gradual. Ten per cent stabilisation needs $p_{1/2}/9=0.35$ kPa and ninety per cent needs $9p_{1/2}=28$ kPa, a factor of 81 in pressure.

If the adduct can also decay into other products at a rate $k_x$, the total loss rate is $k_r+k_x+\omega$ and $S=\omega/(k_r+k_x+\omega)$. Half stabilisation then requires $\omega=k_r+k_x$. For example, $k_x=5\times10^7$ s⁻¹ raises the half-pressure by a factor 1.5, to 4.7 kPa.

**What kind of collision does the coefficient count?**

Take a definite case: silylene, SiH₂, inserts into disilane and forms excited trisilane, Si₃H₈, in nitrogen. For a cross-section $\sigma$ that does not depend on speed, the collision coefficient is $\sigma\bar v$, where $\bar v$ is the mean relative speed. With reduced mass $\mu$ and $a=\mu/(2k_BT)$, the Maxwell distribution gives

$$\bar v=4\pi\left(\frac a\pi\right)^{3/2}\int_0^\infty v^3e^{-av^2}dv
=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8k_BT}{\pi\mu}} .$$

The masses 92.32 u and 28.01 u give $\bar v=942$ m/s. The implied cross-section is

$$\sigma=\frac{4\times10^{-16}\ \text{m}^3\,\text{s}^{-1}}{942\ \text{m}\,\text{s}^{-1}}=0.425\ \text{nm}^2,$$

and $\sigma=\pi d^2$ gives a collision diameter $d=0.37$ nm. That is an ordinary molecular size, so the given coefficient looks like one for *all* collisions. Using it as $k_s$ assumes that every collision stabilises, which is called the strong-collision assumption.

**How much energy must go?**

A simple model sets the scale. Treat the adduct as $s=17$ effective classical oscillators with a dissociation threshold $E_0=2.2$ eV. These are rough values; a harmonic quantum count of trisilane's 27 vibrations puts its thermal energy at 900 K nearer 1.0 eV than the 1.32 eV of this model. The density of states is then proportional to $E^{s-1}$, and the Kassel form of the dissociation rate is

$$k(E)=A\left(1-\frac{E_0}{E}\right)^{s-1}\quad(E>E_0).$$

At equilibrium, adducts of each energy form as fast as they dissociate. If the reactants are thermal, the energy distribution at formation is therefore

$$f(E)\propto k(E)E^{s-1}e^{-E/k_BT}\propto(E-E_0)^{s-1}e^{-E/k_BT}.$$

In terms of the excess energy $x=E-E_0$ this is $x^{s-1}e^{-x/k_BT}$, whose mean is

$$\langle x\rangle=k_BT\,\frac{\Gamma(s+1)}{\Gamma(s)}=sk_BT=1.32\ \text{eV}.$$

The mean total energy at formation is thus 3.52 eV. I choose $A=6.6\times10^{14}$ s⁻¹ so that $k$ equals $10^8$ s⁻¹ at this energy. A thermal adduct has a mean energy $sk_BT=1.32$ eV in the same model, so about 2.2 eV must eventually be removed.

The spread of energies matters even if every collision stabilises. Averaging $\omega/(\omega+k(E))$ over $f(E)$ moves the half-pressure from 3.1 to 2.4 kPa. The rate at the mean energy is therefore not quite the effective rate for the whole population.

**Weak collisions**

Now read $4\times10^{-10}$ cm³/s as the coefficient for all collisions, so that $\omega$ is the total collision rate. Let downward energy steps of size $\Delta$ have the probability density $Ce^{-\Delta/\alpha}$, with $\alpha=0.05$ eV as a rough value for nitrogen. Upward steps are then fixed by detailed balance. If $C$ varies slowly with energy, an upward step from $E$ has the density

$$Ce^{-\Delta/\alpha}\left(1+\frac{\Delta}{E}\right)^{s-1}e^{-\Delta/k_BT}\approx Ce^{-\Delta/\gamma},
\qquad \frac1\gamma=\frac1\alpha+\frac1{k_BT}-\frac{s-1}{E}.$$

The approximation is $\ln(1+\Delta/E)\approx\Delta/E$, valid for $\Delta\ll E$. At $E=3.52$ eV, with $k_BT=0.0776$ eV,

$$\frac1\gamma=20.0+12.9-4.5=28.4\ \text{eV}^{-1},\qquad \gamma=0.035\ \text{eV}.$$

Normalisation requires $C(\alpha+\gamma)=1$. The mean net loss per collision is

$$C\left(\int_0^\infty\Delta e^{-\Delta/\alpha}d\Delta-\int_0^\infty\Delta e^{-\Delta/\gamma}d\Delta\right)=\frac{\alpha^2-\gamma^2}{\alpha+\gamma}=\alpha-\gamma\approx0.015\ \text{eV}.$$

One collision therefore removes very little of the required 2.2 eV. The adduct need not lose all of that before it is fairly safe, however, because $k(E)$ falls steeply as energy is lost. Writing $\ln k=\ln A+(s-1)[\ln(E-E_0)-\ln E]$ and differentiating,

$$\frac{d\ln k}{dE}=(s-1)\left(\frac1{E-E_0}-\frac1E\right)=\frac{(s-1)E_0}{E(E-E_0)}=\frac{16\times2.2}{3.52\times1.32}\approx7.6\ \text{eV}^{-1}.$$

Each collision thus lowers $\ln k$ by about $g=7.6\times0.0147\approx0.11$, so at a steady loss of this size about nine collisions would reduce $k$ by a factor $e$.

This gives an estimate of the new half-pressure. Suppose an adduct starts at the mean energy and cools steadily, with $g$ held constant. Then $k(t)=k_re^{-g\omega t}$, and its chance of never dissociating is

$$\exp\left(-\int_0^\infty k_re^{-g\omega t}dt\right)=\exp\left(-\frac{k_r}{g\omega}\right).$$

Setting this to $1/2$ gives $\omega=k_r/(g\ln2)\approx13k_r$. The half-pressure should be roughly 13 times the strong-collision value, or about 40 kPa. Here $\ln2$ does belong, because the accumulated risk of dissociation is the same for every adduct in this estimate.

A master equation removes the steady-cooling approximation. Divide the energy into narrow grains. Let $P_{ij}$ be the probability that a collision takes an adduct from grain $j$ to grain $i$, and let $f_j$ be the fraction formed in grain $j$. If $n_j(t)$ is the fraction present in grain $j$,

$$\frac{dn_j}{dt}=\omega\sum_iP_{ji}n_i-\omega n_j-k_jn_j .$$

Integrate over all time and define $\tau_j=\int_0^\infty n_j\,dt$. Every adduct eventually leaves the ladder, so the left side becomes $0-f_j$:

$$\omega\left(\tau_j-\sum_iP_{ji}\tau_i\right)+k_j\tau_j=f_j,\qquad S=1-\sum_jk_j\tau_j .$$

I count an adduct as stabilised when it first falls below the thermal mean energy, 1.32 eV. The results, with the collision coefficient and temperature held fixed, are:

| Mean downward step $\alpha$ (eV) | Half-pressure (kPa) |
|---:|---:|
| 0.03 | 150 |
| 0.05 | 62 |
| 0.10 | 22 |

For $\alpha=0.05$ eV the half-pressure is 20 times the simple result. The steady-cooling estimate finds the right order of magnitude but is too low. Its main omission is the random spread of the steps: $k$ rises so steeply with energy that an upward step adds more risk than an equal downward step removes. The change of $g$ during cooling acts the other way, because $g$ grows as the energy approaches $E_0$. The spread of formation energies matters little for the half-pressure: starting every adduct at the mean energy gives about 65 kPa instead of 62 kPa.

The numerical solution is not sensitive to its settings. Doubling the grain from 0.005 to 0.01 eV changes the half-pressure by 0.35%, and moving the stabilisation boundary up to $E_0$ changes it by 0.05%. A random walk of 10,000 adducts, run with the same transition probabilities on the 0.01 eV grain at the half-pressure for that grain, stabilised a fraction 0.501. This checks the solution of the equations, not the collision model.

At the original 3.1 kPa, the weak-collision model stabilises 18%. Inserting its half-pressure into $p/(p+p_{1/2})$ would predict only 5%, so the simple curve no longer has the right shape. At this low pressure the spread of formation energies is decisive: the survivors are mostly adducts formed with little excess energy, and adducts formed at the mean energy are stabilised in only about 1.5% of cases.

**Other limits of the result**

*Temperature.* The rate $k_r$ is not a constant of the molecule. In this model, heating the gas to 950 K raises the mean formation energy and increases $k_r$ to $1.7\times10^8$ s⁻¹. If $\sigma$ stays fixed, $k_s$ grows as $\sqrt T$, and the single-rate half-pressure $k_rk_BT/k_s$ rises from 3.1 to 5.5 kPa. Most of this increase comes from $k_r$.

*Later dissociation.* "Stabilised" describes the first fate of the adduct. A thermal adduct can be excited again by collisions. If collisions maintain a full thermal distribution, its dissociation rate is the average

$$k_\infty=\frac{\int_{E_0}^\infty k(E)E^{s-1}e^{-E/k_BT}dE}{\int_0^\infty E^{s-1}e^{-E/k_BT}dE}.$$

In the numerator, $k(E)E^{s-1}=A(E-E_0)^{s-1}$. Substituting $x=E-E_0$ gives

$$k_\infty=\frac{Ae^{-E_0/k_BT}\,\Gamma(s)(k_BT)^s}{\Gamma(s)(k_BT)^s}=Ae^{-E_0/k_BT}\approx320\ \text{s}^{-1}.$$

At finite pressure dissociation depletes the reactive energies, so this is an upper limit and the thermal lifetime in this one-exit model is at least about 3 ms. For real trisilane, which has a second exit, the high-pressure rate at 900 K is of order $10^3$ s⁻¹, so the corresponding bound is somewhat below 1 ms. For comparison, at roughly 0.015 eV per collision an adduct loses its 1.32 eV of excess energy in about 100 collisions, which take about 1 μs at 3.1 kPa. The thermal lifetime is far longer, so the first fate is well defined. In gas that stays at 900 K for a time comparable with the actual thermal lifetime, or longer, the reverse reaction must be included in the trisilane balance.

*The gas itself.* A collision lasts about $d/\bar v=0.4$ ps, much less than 10 ns, so collisions are separate events. For hard spheres the leading relative correction to the ideal gas law is $2\pi d^3n/3\approx3\times10^{-5}$, which is negligible here.

**Comparison with a deposition reactor**

Silylene insertion is a real gas-phase step in silicon deposition from silanes, and 900 K and 23 Torr are reasonable conditions for reduced-pressure deposition. The threshold, oscillator number and energy steps used here are rough, so the corrections show a scale and do not predict a measured trisilane yield. Excited trisilane can also break into silane and silylsilylene, H₃SiSiH, at a similar cost in energy. The estimates for trisilane leave this exit out; like $k_x$ above, it would raise the half-pressure. Of the assumptions varied here, the one that matters most is that one collision suffices: over the range of $\alpha$ in the table, dropping it raises the half-pressure from 3.1 kPa to between about 20 and 150 kPa in the classical-oscillator model. A quantum count of states with approximate frequencies, holding $k$ at the mean formation energy fixed, raises these values by roughly a further 20–30%. Hydrogen, a common carrier gas, would need its own collision coefficient and value of $\alpha$. For the exercise as set, read $4\times10^{-10}$ cm³/s as the stabilisation coefficient, and 3.1 kPa follows. The numerical output below lists the values behind these estimates.

## Values computed for the example and the checks

```
Temperature: 900 K
Redissociation rate k_r: 1.0e+08 1/s
Stabilisation coefficient k_s: 4.0e-10 cm3/s
Bath density at half stabilisation: 2.500e+17 cm^-3
Half-stabilisation pressure: 3.106 kPa
Half-stabilisation pressure: 23.3 Torr
Same, from time evolution: 3.106 kPa
Pressure for 10% stabilised: 0.345 kPa
Pressure for 90% stabilised: 27.96 kPa
Side exit rate tried: 5.0e+07 1/s
Half-pressure with side exit: 4.66 kPa
Adduct mass, bath mass: 92.32, 28.01 u
Mean relative speed: 942 m/s
Implied cross-section: 0.425 nm2
Implied collision diameter: 0.368 nm
Time between collisions at p_half: 10.0 ns
Duration of a collision: 0.39 ps
Relative non-ideality of gas (B2*n): 2.6e-05
Threshold E0: 2.20 eV; oscillators s: 17
Thermal energy kT: 0.0776 eV
Mean excess energy at formation: 1.318 eV
Mean total energy at formation: 3.518 eV
Mean energy of thermal adduct: 1.318 eV
Kassel prefactor A: 6.62e+14 1/s
Half-pressure, energy spread only: 2.38 kPa
Mean down step alpha: 0.050 eV
Mean up step gamma (local formula): 0.0353 eV
Net loss per collision, formula: 0.0147 eV
Net loss per collision, matrix: 0.0148 eV
Half-pressure, weak, alpha 0.05 eV: 61.9 kPa
Half-pressure, weak, alpha 0.03 eV: 149.0 kPa
Half-pressure, weak, alpha 0.10 eV: 21.6 kPa
Ratio weak (0.05 eV) to simple law: 19.9
Weak-collision fraction at p_half: 0.176
Random-walk fraction at weak half-pressure: 0.501
Change on doubling the grain: 0.35 %
Change on moving boundary to E0: -0.05 %
Thermal redissociation, upper limit: 317 1/s
Thermal lifetime, lower limit: 3.15 ms
Redissociation rate at 950 K: 1.71e+08 1/s
Simple half-pressure at 950 K: 5.45 kPa
```
